# Low-Field Hall Density of Parallel Conducting Implant Layers

## What symmetry and dimensions fix

An implanted and annealed film can conduct at several depths with different mobilities. Describe it by layers $i$ with sheet carrier density $n_i$ (carriers per area) and mobility $\mu_i>0$. All carriers have charge $se$, where $e>0$ and the common sign is $s=+1$ for holes or $s=-1$ for electrons. The magnetic field $B$ points along $z$, normal to the film. $J$ denotes current per width of film.

For one isotropic layer, write

$$J_x=\sigma_{xx}E_x+\sigma_{xy}E_y,\qquad J_y=-\sigma_{xy}E_x+\sigma_{xx}E_y .$$

Rotation by $90^\circ$ about $z$ gives the equal diagonal and opposite off-diagonal entries. Rotation by $180^\circ$ about $x$ reverses $E_y$, $J_y$ and $B$ but leaves $E_x$ and $J_x$ alone. Hence $\sigma_{xx}$ is even in $B$ and $\sigma_{xy}$ is odd.

Suppose the carriers are independent and respond through their mobility alone. The conductivity is then proportional to $n_i$, its natural unit is $en_i\mu_i$, and the one dimensionless field variable is $\mu_iB$. To first order in $B$,

$$\sigma_{xx,i}=en_i\mu_i,\qquad \sigma_{xy,i}=s\,r\,en_i\mu_i(\mu_iB),$$

where $r$ is a pure number, the Hall factor. The first expression defines the mobility.

Parallel layers in a common field add their currents, so the sums that can enter are

$$S_k=\sum_i n_i\mu_i^k,\qquad k=1,2 .$$

The Hall coefficient $R_H=E_y/(J_xB)$, measured at $J_y=0$, is $\sigma_{xy}/(B\sigma_{xx}^2)$ at lowest order. This gives $R_H=s\,r\,S_2/(eS_1^2)$. It remains to show that $r=1$ for a single relaxation time, to justify the common field, and to find how low the magnetic field must be.

## One layer: the Hall factor

Let a carrier have effective mass $m$ and a constant mean time $\tau$ between collisions, each of which leaves it with zero velocity on average. Between collisions

$$\frac{d\mathbf v}{dt}=\frac{se}{m}(\mathbf E+\mathbf v\times\mathbf B).$$

This equation is linear, so random initial velocities average out and we may start from $\mathbf v(0)=0$. The time $t$ since the last collision has probability density $e^{-t/\tau}/\tau$. Integration by parts gives the mean velocity:

$$\bar{\mathbf v}=\int_0^\infty\frac{e^{-t/\tau}}{\tau}\mathbf v\,dt
=\left[-e^{-t/\tau}\mathbf v\right]_0^\infty+\int_0^\infty e^{-t/\tau}\frac{d\mathbf v}{dt}\,dt .$$

The bracket vanishes at both ends. The last integral is $\tau$ times the mean acceleration. With $\mu=e\tau/m$,

$$\bar{\mathbf v}=s\mu(\mathbf E+\bar{\mathbf v}\times\mathbf B).$$

Since $\bar{\mathbf v}\times\mathbf B=(\bar v_yB,-\bar v_xB,0)$, the components are

$$\bar v_x=s\mu(E_x+\bar v_yB),\qquad \bar v_y=s\mu(E_y-\bar v_xB).$$

Insert the second into the first and use $s^2=1$:

$$\bar v_x=s\mu E_x+\mu^2BE_y-\mu^2B^2\bar v_x
\;\Rightarrow\;
\bar v_x=\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2}.$$

Multiplication by the charge density $sen$ gives $J_x$, from which we read

$$\sigma_{xx,i}=\frac{en_i\mu_i}{1+\mu_i^2B^2},\qquad
\sigma_{xy,i}=\frac{s\,en_i\mu_i^2B}{1+\mu_i^2B^2}.$$

The small-field form of $\sigma_{xy,i}$ shows that $r=1$. If $\tau$ depends on energy, a layer generally has its own factor $r_i$, and $S_2$ must be replaced by $\sum_i r_in_i\mu_i^2$.

## The stack

Assume first that the layers exchange current vertically so easily that they share one in-plane field $\mathbf E$. Their currents add, and therefore so do their conductivities:

$$\sigma_{xx}=\sum_i\sigma_{xx,i},\qquad \sigma_{xy}=\sum_i\sigma_{xy,i}.$$

In a long bar with current along $x$, no net current crosses the side edges. The condition is $J_y=0$ for the whole stack, not for each layer. It gives

$$E_y=\frac{\sigma_{xy}}{\sigma_{xx}}E_x,\qquad
J_x=\sigma_{xx}E_x+\sigma_{xy}E_y=\frac{\sigma_{xx}^2+\sigma_{xy}^2}{\sigma_{xx}}E_x .$$

Division eliminates $E_x$:

$$R_H=\frac{E_y}{J_xB}=\frac{1}{B}\,\frac{\sigma_{xy}}{\sigma_{xx}^2+\sigma_{xy}^2}.$$

When $\mu_iB\ll1$ in every layer, $\sigma_{xx}\to eS_1$ and $\sigma_{xy}\to seS_2B$. The term $\sigma_{xy}^2$ is of second order and drops out:

$$R_H=\frac{seS_2}{e^2S_1^2}=\frac{s}{e}\frac{S_2}{S_1^2}.$$

The Hall density is defined by $R_H=s/(en_H)$, so

$$\boxed{\,n_H=\frac{\left(\sum_i n_i\mu_i\right)^2}{\sum_i n_i\mu_i^2}\,}$$

The sheet resistance is $R_s=1/(eS_1)$. The Hall mobility is

$$\mu_H=\frac{|R_H|}{R_s}=\frac{S_2}{S_1},\qquad\text{so that}\qquad n_H\mu_H=S_1 .$$

For a continuous depth profile, thin slices turn the sums into integrals of $n(z)\mu(z)$ and $n(z)\mu(z)^2$ over depth, with $n(z)$ now a volume density.

The meaning is clearest in the Hall field, $E_y=s\mu_HBE_x$. A layer on its own would need the field $s\mu_iBE_x$ to stop its transverse current. The stack settles at the average of these fields weighted by the conductances $en_i\mu_i$. Each layer is then left with a transverse current

$$J_{y,i}=en_i\mu_i(E_y-s\mu_iBE_x)=s\,en_i\mu_iBE_x(\mu_H-\mu_i)$$

to first order in $B$. These currents sum to zero, because $\mu_HS_1-S_2=0$. Layers faster and slower than $\mu_H$ carry opposite currents, which close through the vertical connections.

## How low is low field?

Keep the next order, using $1/(1+\mu^2B^2)\simeq1-\mu^2B^2$:

$$\frac{\sigma_{xx}}{e}\simeq S_1-B^2S_3,\qquad \frac{\sigma_{xy}}{seB}\simeq S_2-B^2S_4 .$$

The field-dependent Hall density $n_H(B)=s/(eR_H)$ is then

$$n_H(B)\simeq\frac{(S_1-B^2S_3)^2+B^2S_2^2}{S_2-B^2S_4}
\simeq\frac{S_1^2}{S_2}\left[1+B^2\left(\frac{S_4}{S_2}-\frac{2S_3}{S_1}+\frac{S_2^2}{S_1^2}\right)\right].$$

With $S_2/S_1=\mu_H$, we have $2S_3/S_1=2\mu_HS_3/S_2$, and the inner bracket is a complete square under the sum:

$$n_H(B)\simeq n_H(1+KB^2),\qquad K=\frac{\sum_i n_i\mu_i^2(\mu_i-\mu_H)^2}{S_2}\ge0 .$$

The correction measures the spread of mobilities and vanishes when they are equal.

In the opposite limit, $\mu_iB\gg1$ in every layer, $\sigma_{xy,i}\to sen_i/B$ while $\sigma_{xx,i}\to en_i/(\mu_iB^2)$ is smaller by a factor $\mu_iB$. Then $R_H\to1/(B\sigma_{xy})$ and $n_H(B)\to\sum_i n_i$. Within this classical model a strong field counts every carrier equally. It does so because the drift velocity tends to $E/B$, whatever the mobility.

## A lower count, and when adding carriers lowers it

Write $n_i\mu_i=\sqrt{n_i}\,(\sqrt{n_i}\,\mu_i)$. The Cauchy–Schwarz inequality gives

$$S_1^2\le\Big(\sum_i n_i\Big)S_2,\qquad\text{hence}\qquad n_H\le\sum_i n_i ,$$

with equality when all mobilities are equal, and otherwise not. With unit Hall factors, the low-field Hall density therefore undercounts a mixed stack. An energy-dependent $\tau$ in an isotropic parabolic band gives $r=\langle\tau^2\rangle/\langle\tau\rangle^2\ge1$ by the same inequality, which deepens the undercount. Hall factors below one come from band structure outside this model, such as anisotropic or warped bands. They raise the measured value and can hide or reverse the undercount.

Now add a small density $\delta$ of carriers with mobility $\mu$. Then $S_1$ grows by $\mu\delta$ and $S_2$ by $\mu^2\delta$, so

$$\frac{dn_H}{d\delta}=\frac{2S_1\mu}{S_2}-\frac{S_1^2\mu^2}{S_2^2}=x(2-x),\qquad x=\frac{\mu}{\mu_H}.$$

Added carriers with $\mu>2\mu_H$ lower the Hall density. For a finite addition, the new value lies below the old one if

$$\frac{(S_1+\mu\delta)^2}{S_2+\mu^2\delta}<\frac{S_1^2}{S_2}.$$

Cross-multiplying, cancelling $S_1^2S_2$ and dividing by $\mu\delta$ gives $2S_1S_2+\mu\delta S_2<\mu S_1^2$. Division by $\mu S_2$, with $S_1=n_H\mu_H$, yields

$$\delta<n_H\left(1-\frac{2\mu_H}{\mu}\right),$$

where $n_H$ and $\mu_H$ are the values before the addition.

## Layers joined only at the contacts

For the low-field result, vertical conduction is sufficient but not necessary. Consider isolated, uniform layers of identical shape, joined at every current and voltage contact, with negligible contact resistance. In each layer the potential obeys Laplace's equation, and the insulating edges fix its slope through the ratio $\sigma_{xy,i}/\sigma_{xx,i}=s\mu_iB$. The matrix relating contact currents to contact voltages is therefore, to first order,

$$G_i=en_i\mu_i\,(g_0+s\mu_iB\,g_1),$$

where $g_0$ and $g_1$ depend on the shape alone. Joined contacts share voltages and add currents, so

$$\sum_iG_i=eS_1\,(g_0+s\mu_HB\,g_1).$$

This is the matrix of one layer with conductance $eS_1$ and mobility $\mu_H$. Its density is $S_1/\mu_H=S_1^2/S_2=n_H$, and the boxed result survives. The argument holds to first order in $B$ only. The coefficient $K$ was derived for a common field, and for layers joined only at contacts the correction of order $B^2$ differs and depends on the contact geometry.

It generally fails if an isolated layer carries current but is missed by the voltage probes. Let the end contacts of a long bar reach all layers and the probes reach a subset $P$, with sums $S_k(P)$ taken over that subset. To first order in $B$ the subset carries the fraction $S_1(P)/S_1$ of the current $I$. With $V_H=E_yW$ across the width $W$, and $I=J_xW$,

$$V_H=\frac{sB}{e}\,\frac{S_2(P)}{S_1(P)^2}\,\frac{S_1(P)}{S_1}\,I .$$

Interpreting this voltage with the full current gives the apparent density

$$n_{\rm app}=\frac{sIB}{eV_H}=\frac{S_1S_1(P)}{S_2(P)} .$$

The Cauchy–Schwarz bound does not apply to this quantity, which can exceed the true total.

Carriers of both signs also break the result. The contributions to $\sigma_{xy}$ then carry different signs $s_i$ and can cancel, so that $R_H$ may vanish although carriers are present.

## Worked example

Take hole conduction with round model parameters: a dense peak, a shoulder and a dilute tail. They are chosen to make the effect large and do not describe a shallow implant in silicon. At room temperature, holes in silicon reach 400 cm$^2$/(V s) only at doping of order $10^{16}$ cm$^{-3}$, so the tail below would have to be tens of micrometres thick. For scale, Gaussian boron profiles of dose $10^{13}$ to $10^{15}$ cm$^{-2}$, with an empirical doping-dependent mobility and unit Hall factor, give $n_H$ about 2 to 7 % below the total. With an exponential tail holding 4 % of the dose, the shortfall is about 4 to 17 %.

| Layer | $n_i$ (cm$^{-2}$) | $\mu_i$ (cm$^2$/(V s)) |
|---|---:|---:|
| Peak | $1.0\times10^{15}$ | 50 |
| Shoulder | $2.0\times10^{14}$ | 100 |
| Tail | $5.0\times10^{13}$ | 400 |

The two sums are

$$S_1=(5+2+2)\times10^{16}=9.0\times10^{16}\ \mathrm{(V\,s)^{-1}},$$

$$S_2=(2.5+2.0+8.0)\times10^{18}=1.25\times10^{19}\ \mathrm{cm^2/(V\,s)^2}.$$

Therefore

$$n_H=\frac{(9.0\times10^{16})^2}{1.25\times10^{19}}=6.48\times10^{14}\ \mathrm{cm^{-2}},\qquad
\mu_H=\frac{1.25\times10^{19}}{9.0\times10^{16}}=138.9\ \mathrm{cm^2/(V\,s)}.$$

The true total is $1.25\times10^{15}$ cm$^{-2}$, so the Hall density is 52 % of it. It is even below the density of the peak alone. The tail holds 4 % of the carriers but supplies 22 % of the conductance and 64 % of $S_2$. Reading $n_H$ as the electrically active dose would here understate activation by nearly half.

The sheet resistance is $R_s=1/(eS_1)=69.35\ \Omega$ per square. For $I=1.0$ mA and $B=0.5$ T,

$$V_H=\frac{IB}{en_H}=\frac{(1.0\times10^{-3}\,\mathrm A)(0.5\,\mathrm T)}{e\,(6.48\times10^{18}\,\mathrm{m^{-2}})}=0.482\ \mathrm{mV}.$$

**Field range.** The largest value of $\mu_iB$ is 0.020, in the tail. With $K=4.546\times10^{-4}\ \mathrm{T^{-2}}$, the predicted relative rise of $n_H$ is $KB^2=1.14\times10^{-4}$, in agreement with the full solution of the force balance. The undercount is thus not a finite-field error. Lowering $B$ further would not remove it.

**Transverse currents.** As fractions of the total $J_x$, the layers carry $+0.247$ %, $+0.043$ % and $-0.290$ % from peak to tail. The tail, whose mobility exceeds $\mu_H$, balances the other two.

**Effect of the tail.** Without it, $S_1=7.0\times10^{16}\ \mathrm{(V\,s)^{-1}}$ and $S_2=4.5\times10^{18}\ \mathrm{cm^2/(V\,s)^2}$. These give $n_H=1.089\times10^{15}$ cm$^{-2}$ and $\mu_H=64.3$ cm$^2$/(V s). The threshold $2\mu_H$ is 128.6 cm$^2$/(V s), well below the tail's 400. The initial slope for such carriers is $-26.3$: each added carrier at first removes about 26 from the Hall count. This slope cannot be extrapolated to the whole tail, because $S_2$ rises from 4.5 to 12.5 in units of $10^{18}\ \mathrm{cm^2/(V\,s)^2}$ as the tail is added. The actual fall is $4.4\times10^{14}$ cm$^{-2}$. Carriers at 100 cm$^2$/(V s), below the threshold, would raise the count with initial slope $+0.69$.

**Recovering a layer.** One pair $(R_s,n_H)$ fixes $S_1$ and $S_2$, not the individual layers. Two pairs, taken before and after a layer is removed, fix its contributions $\Delta S_1$ and $\Delta S_2$, provided the rest is unchanged. For the tail,

$$\mu=\frac{\Delta S_2}{\Delta S_1}=\frac{8.0\times10^{18}}{2.0\times10^{16}}=400\ \mathrm{cm^2/(V\,s)},\qquad
n=\frac{(\Delta S_1)^2}{\Delta S_2}=5.0\times10^{13}\ \mathrm{cm^{-2}}.$$

The same subtraction applies when layers are stripped from the surface downwards, provided each stripped slice is thin enough to have nearly one mobility. A mixed slice returns its own Hall density, not its true density.

**Contacts.** A finite-element solution for a bar four times as long as wide gives $6.50\times10^{14}$ cm$^{-2}$ both for coupled layers and for isolated layers joined at all contacts. This is 0.3 % above the long-bar formula. The cause is that the end contacts partly short the Hall field. For point probes halfway along a bar of length $L$ and width $W$, the exact low-field solution multiplies the long-bar Hall voltage by $1-\frac{8}{\pi^2}\sum_{k=1,3,5,\ldots}\frac{1}{k^2\cosh(k\pi L/2W)}$. At $L=4W$ this raises the apparent density by 0.30 %. If the probes miss an isolated tail,

$$n_{\rm app}=\frac{(9.0\times10^{16})(7.0\times10^{16})}{4.5\times10^{18}}=1.40\times10^{15}\ \mathrm{cm^{-2}},$$

which is 12 % above the true total. The finite bar gives a value 0.3 % higher, the same end-contact shift as above. The same three layers can thus read as about half their carriers or as more than all of them, depending on which layers the probes touch. The remaining figures are in the numerical output below. Among them, 72.0 cm$^2$/(V s) is the mean mobility weighted by carrier density, $S_1/\sum_i n_i$. The mean weighted by conductance is the Hall mobility $\mu_H$.

## Values computed for the example and the checks

```
Model implant, hole conduction
peak: density 1.00e+15 cm^-2, mobility 50 cm^2/(V s)
  share of carriers 80.0 %
  share of conductance 55.6 %
  share of sum n mu^2 20.0 %
  mobility times B 0.0025 (no unit)
  J_y of layer / total J_x +0.2469 %
shoulder: density 2.00e+14 cm^-2, mobility 100 cm^2/(V s)
  share of carriers 16.0 %
  share of conductance 22.2 %
  share of sum n mu^2 16.0 %
  mobility times B 0.0050 (no unit)
  J_y of layer / total J_x +0.0432 %
tail: density 5.00e+13 cm^-2, mobility 400 cm^2/(V s)
  share of carriers 4.0 %
  share of conductance 22.2 %
  share of sum n mu^2 64.0 %
  mobility times B 0.0200 (no unit)
  J_y of layer / total J_x -0.2900 %
Magnetic field 0.5 T
Current 1.0 mA
Sum n mu 9.000e+16 1/(V s)
Sum n mu^2 1.250e+19 cm^2/(V^2 s^2)
True total density 1.250e+15 cm^-2
Low-field Hall density 6.480e+14 cm^-2
Hall density / true total 0.5184
Hall mobility 138.9 cm^2/(V s)
Conductivity-average mobility 72.0 cm^2/(V s)
Sheet resistance 69.35 ohm per square
Low-field Hall voltage 0.4816 mV
Field coefficient K 4.546e-04 T^-2
Relative rise of Hall density at B 1.136e-04
Hall density without tail 1.089e+15 cm^-2
Hall mobility without tail 64.3 cm^2/(V s)
Threshold mobility for lowering 128.6 cm^2/(V s)
Slope for added carriers at 100 cm^2/(V s) 0.691
Slope for added carriers at 400 cm^2/(V s) -26.272
Finite bar, isolated layers, all probed 6.498e+14 cm^-2
Finite bar, coupled layers 6.498e+14 cm^-2
Isolated tail missed by probes, formula 1.400e+15 cm^-2
Isolated tail missed by probes, bar 1.404e+15 cm^-2
```
